# Can a Vacancy with a Nondegenerate Ground State Lose Tetrahedral Symmetry?

## Question

I am looking at a silicon vacancy in cubic SiC, in a charge state whose spin-3/2 ground state is orbitally nondegenerate at the symmetric geometry. The Jahn-Teller theorem concerns orbitally degenerate states. May I conclude that this vacancy keeps its full tetrahedral symmetry $T_d$, and relax only the breathing coordinate? If not, what would drive a distortion when there is no degeneracy to lift?

## Answer

You may not conclude that. Nondegeneracy removes the linear symmetry-breaking force, so the symmetric geometry, once breathing and all other fully symmetric coordinates are relaxed, is a stationary point of the energy. Whether it is a minimum depends on the curvature, which mixing with excited states can make negative. A distorted minimum can even lie lower while the curvature is still positive.

### What symmetry does guarantee

Let $q$ be the amplitude of a symmetry-lowering displacement. Expand the electronic Hamiltonian, with the elastic energy included, as $H=H_0+qH_1+\tfrac12q^2H_2$. Perturbation theory for the nondegenerate ground state $|0\rangle$ gives, to second order in $q$,

$$E(q)=E_0+q\langle0|H_1|0\rangle+q^2\left[\tfrac12\langle0|H_2|0\rangle-\sum_{n\ne0}\frac{|\langle n|H_1|0\rangle|^2}{E_n-E_0}\right].$$

The linear term vanishes: the product of a one-dimensional representation with itself is totally symmetric, and $H_1$ is not. The curvature is twice the bracket:

$$K=K_0-2\sum_{n\neq0}\frac{|\langle n|H_1|0\rangle|^2}{E_n-E_0},\qquad K_0=\langle0|H_2|0\rangle .$$

For a ground state every denominator is positive, so mixing can only soften the mode. Nothing in the symmetry argument stops the subtracted term, which is twice the sum, from exceeding $K_0$. This is the pseudo-Jahn-Teller effect.

### A model of your vacancy

Put five electrons in the four dangling orbitals around the vacancy, with total spin 3/2. Four spin-up electrons fill all four orbitals, and one spin-down electron is free to move. Wherever it sits, it meets one spin-up electron, so the on-site repulsion $U$ adds a constant. The problem reduces to one electron on four sites.

Let the hopping be $-t$ with $t>0$. Let the orbital energy of site $i$ change by $\lambda u_i$ when its atom moves radially by $u_i$, outward positive. A breathing motion shifts all four levels equally, so here it decouples and only fixes the reference geometry. The other three radial motions form a $t_2$ mode $\mathbf Q=(Q_x,Q_y,Q_z)$:

$$u_i=\tfrac12\sum_a s_{ia}Q_a,\qquad \mathbf s_i=(1,1,1),\,(1,-1,-1),\,(-1,1,-1),\,(-1,-1,1).$$

Then $\sum_iu_i=0$, so the filled spin-up shell gives no energy change, and $\sum_iu_i^2=|\mathbf Q|^2$.

The symmetric orbital $A$ has amplitude $\tfrac12$ on each site and energy $-3t$. The three orbitals $T_a$ have amplitudes $\tfrac12s_{ia}$ and energy $+t$. The gap is therefore $\Delta=4t$. The coupling between them is

$$\langle A|\lambda u|T_a\rangle=\frac{\lambda}{8}\sum_{i,b}s_{ia}s_{ib}Q_b=\frac{\lambda}{2}Q_a\equiv FQ_a ,$$

because $\sum_is_{ia}s_{ib}=4\delta_{ab}$. Inside the triplet, for $a\ne b$, only the third component $Q_c$ survives. Since $s_{ix}s_{iy}s_{iz}=1$ on every site,

$$\langle T_a|\lambda u|T_b\rangle=\frac{\lambda}{8}\,Q_c\sum_is_{ia}s_{ib}s_{ic}=\frac{\lambda}{2}Q_c\equiv GQ_c .$$

The diagonal elements vanish because $\sum_is_{ic}=0$. Thus $G=F=\lambda/2$ in this model. I keep the two symbols apart to show what each does. With energies measured from $A$,

$$E(\mathbf Q)=\tfrac12K_0|\mathbf Q|^2+\text{lowest eigenvalue of}
\begin{pmatrix}0&FQ_x&FQ_y&FQ_z\\FQ_x&\Delta&GQ_z&GQ_y\\FQ_y&GQ_z&\Delta&GQ_x\\FQ_z&GQ_y&GQ_x&\Delta\end{pmatrix}.$$

The filled spin-up shell changes sign under an odd permutation of the sites. The many-electron ground state is therefore $A_2$ and the excited triplet is $T_1$. They can mix because $A_2\otimes T_2=T_1$.

### Negative curvature

For $\mathbf Q=(0,0,q)$, along [001], $A$ couples only to $T_z$. The states $T_x$ and $T_y$ mix with each other and give the levels $\Delta\pm Gq$. For $G=F$ these stay above the lower root of the $A$–$T_z$ block, because $|Fq|<\Delta/2+S$ with $S$ defined below. That lower root gives

$$E=\tfrac12K_0q^2+\frac\Delta2-S,\qquad S=\sqrt{\frac{\Delta^2}{4}+F^2q^2}.$$

For small $q$, $S\simeq\Delta/2+F^2q^2/\Delta$, so

$$K=K_0-\frac{2F^2}{\Delta},\qquad K<0\iff F^2>\frac{K_0\Delta}{2}.$$

When $K<0$, setting $dE/dq=q(K_0-F^2/S)=0$ with $q\neq0$ gives $S=F^2/K_0$, hence

$$q_0^2=\frac{F^2}{K_0^2}-\frac{\Delta^2}{4F^2}.$$

Substituting $q^2=(S^2-\Delta^2/4)/F^2$ into the energy,

$$E(q_0)=\frac{F^2}{2K_0}-\frac{K_0\Delta^2}{8F^2}+\frac\Delta2-\frac{F^2}{K_0}=-\frac{F^2}{2K_0}\left(1-\frac{K_0\Delta}{2F^2}\right)^2 .$$

If $G=0$, the energy depends on $|\mathbf Q|$ alone, and the minima form a sphere of radius $q_0$. A nonzero $G$ selects directions.

### Distortion with positive curvature

Now take $\mathbf Q=q(1,1,1)/\sqrt3$. The ground state couples, with strength $Fq$, to $(T_x+T_y+T_z)/\sqrt3$. The energy of that state is $D=\Delta+gq$ with $g=2G/\sqrt3$, since each row of the triplet block has two off-diagonal elements $Gq/\sqrt3$. Hence

$$E=\tfrac12K_0q^2+\frac D2-\sqrt{\frac{D^2}{4}+F^2q^2}
=\tfrac12Kq^2+\frac{F^2g}{\Delta^2}q^3+O(q^4).$$

The cubic term lowers the energy for one sign of $q$, the one with $gq<0$, where the excited state moves down towards the ground state.

When is $E<0$, that is, below the symmetric point? The condition is $\tfrac12K_0q^2+\tfrac12D<\sqrt{D^2/4+F^2q^2}$. If the left side is non-negative, squaring and dividing by $q^2$ gives

$$\frac{K_0^2q^2}{4}+\frac{K_0(\Delta+gq)}{2}<F^2 .$$

If the left side is negative, then $E<0$ at once. In that case $D<-K_0q^2$, so this inequality holds too, and the two conditions are equivalent. Completing the square,

$$\tfrac14(K_0q+g)^2<F^2+\tfrac14g^2-\tfrac12K_0\Delta .$$

A suitable $q$ exists when the right side is positive. With $g^2/4=G^2/3$,

$$\boxed{F^2+\frac{G^2}{3}>\frac{K_0\Delta}{2}}$$

No other direction does better. Take any real state $\cos\theta\,A+\sin\theta\sum_a\tau_aT_a$ with $|\boldsymbol\tau|=1$. Its coupling to $A$ is at most $|F||\mathbf Q|$ in size. Its energy inside the triplet changes by

$$2G(\tau_y\tau_zQ_x+\tau_z\tau_xQ_y+\tau_x\tau_yQ_z),$$

whose size is at most $2|G||\mathbf Q|\sqrt{\tau_y^2\tau_z^2+\tau_z^2\tau_x^2+\tau_x^2\tau_y^2}\le2|G||\mathbf Q|/\sqrt3$. The favourable trigonal direction reaches both bounds at once. The boxed condition is therefore the criterion for a distorted global minimum in this model. For $G\ne0$ the distorted symmetry is $C_{3v}$, with four equivalent wells.

### Numbers

Take $\Delta=1.4$ eV and $K_0=1000$ eV/nm², with carbon neighbours of 12 u. Hold these fixed and vary $F=G$. The curvature changes sign at $F=\sqrt{700}\approx26.5$ eV/nm. The distorted minimum takes over earlier, where $\tfrac43F^2=700$, at $F\approx22.9$ eV/nm.

| $F$ (eV/nm) | $K$ (eV/nm²) | $\lvert q\rvert$ at minimum (nm) | gain (eV) |
|---|---|---|---|
| 20 | 429 | 0 | 0 |
| 25 | 107 | 0.036 | 0.090 |
| 28 | −120 | 0.044 | 0.275 |

The middle row is the trap. There $K=1000-2(25)^2/1.4=107$ eV/nm², so a phonon calculation at the symmetric geometry finds this mode stable. At $q=-0.0362$ nm, however, $D=1.4-28.87\times0.0362=0.355$ eV, and

$$E=0.6552+0.1775-\sqrt{0.0315+0.8190}\approx-0.0895\ \text{eV}.$$

The barrier that protects the symmetric point is only 0.26 meV. Harmonic zero-point energy in that pocket would be $\tfrac32\hbar\sqrt{K/M}=1.5\times59.0\times\sqrt{0.107}\approx29$ meV, so the pocket should not hold a localized vibrational state.

At $F=28$ eV/nm one atom moves 0.038 nm towards the vacancy and the other three move 0.013 nm outward. The unique atom carries 94% of the spin-down electron. On the [001] line, where $G$ does not enter the lowest state, the gain is only 0.0045 eV. Most of the 0.275 eV therefore needs the coupling inside the triplet.

### Would an experiment see the distortion?

A distorted minimum need not appear as a static distortion. At $F=25$ eV/nm the harmonic zero-point energy in the well is 0.080 eV, nearly the whole gain of 0.090 eV. The classical energies alone do not settle that case; the vibrational states have to be computed.

At $F=28$ eV/nm a path between two wells can pass through the [001] stationary point, so the barrier is at most $0.2754-0.0045\approx0.27$ eV. An Arrhenius estimate with this bound and the bare phonon frequency gives roughly $4\times10^8$ hops per second at 300 K. This is only a rough scale and probably too low: in classical harmonic transition-state theory, the three equivalent paths and the softer modes at the pass together raise it by about a factor of eight. The harmonic picture is crude here, because the pass lies only 4.5 meV below the symmetric point while $k_BT$ is 26 meV; the classical flux over the full anharmonic dividing surface gives a factor of about five. At 77 K the simple Arrhenius formula gives $3\times10^{-5}$ per second, but that value is not reliable: the phonon quantum of 59 meV is then about nine times $k_BT$, and tunnelling can dominate over classical hopping. A probe that is slow compared with the hopping sees the tetrahedral average. With the bare phonon frequency, the vibrational overlap of two wells is roughly $2\times10^{-10}$. The softer modes of the actual wells increase it, but it remains very small, so coherent tunnelling is weak and easily blocked by strain that makes the wells unequal.

### How close is this to the real vacancy?

The negatively charged silicon vacancy in SiC has spin 3/2 and a near-infrared optical transition, which motivates the rough gap used here. The couplings were chosen to straddle the thresholds and are not derived for the real centre, so the table does not predict that it distorts. In hexagonal polytypes the site is already only trigonal, and axial symmetry there is no evidence for this effect.

The omitted terms are large. If the hopping decays with distance at an assumed 10 nm⁻¹, $K$ falls from 429 to 238 eV/nm² at $F=20$ eV/nm, and from −120 to −376 eV/nm² at $F=28$ eV/nm. The displacement of 0.038 nm is a fifth of the 0.19 nm bond, too large for harmonic springs. A soft Morse form, with parameter 6 nm⁻¹, raises the gain at $F=28$ eV/nm from 0.28 to 0.48 eV when the breathing coordinate is held fixed. With such springs the breathing motion no longer decouples. Relaxing it, with the symmetric geometry kept as the force-free reference, deepens the well to about 0.66 eV and moves the unique atom inward by about 0.10 nm. The Morse restoring force saturates, so this well is then barely metastable, about 2 meV below a barrier beyond which the model energy keeps falling. These numbers show the size of the anharmonic effect, not a reliable geometry.

Spin also matters. With $U=5$ eV the lowest doublet lies 0.29 eV above the quartet at the symmetric geometry, but 0.08 eV below it in the $F=28$ eV/nm well. The strongly distorted quartet is then not the overall ground state at that geometry. The doublet can also relax to a geometry of its own, and with $U=5$ eV (the ordering depends on $U$) it then lies below the quartet at both $F=25$ and $F=28$ eV/nm. The distorted minima in the table are therefore minima of the quartet surface only, and both spins must be relaxed.

For your calculation, displace the neighbours along the trigonal $t_2$ direction with both signs and by finite amounts, a few hundredths of a nanometre, then add a small random displacement and relax without symmetry constraints. An exactly trigonal start feels no force that breaks $C_{3v}$ and can stop at a saddle point. A relaxation started at exact $T_d$ feels no symmetry-breaking force, and positive phonon curvatures there do not exclude a lower minimum elsewhere. The numerical output below lists the parameters and most of the values used here.

## Values computed for the example and the checks

```
Gap between A and T: 1.40 eV
Bare stiffness K0: 1000 eV/nm^2
Hopping t = gap/4: 0.350 eV
Neighbour mass: 12 u
Bare phonon quantum: 59.0 meV
Oscillator length sqrt(hbar/(M omega)): 0.00768 nm
Symmetry count, linear force in A2: 0
Symmetry count, A2-T1 mixing by t2: 1
Symmetry count, cubic invariant of t2: 1
F where curvature vanishes: 26.46 eV/nm
F where distorted minimum takes over (G=F): 22.91 eV/nm
F = G = 20 eV/nm: on-site slope 40 eV/nm
  vibronic softening 2F^2/gap: 571.4 eV/nm^2
  curvature K: 428.6 eV/nm^2
  trigonal |q| at global minimum: 0.0000 nm
  energy gain at global minimum: 0.0000 eV
F = G = 25 eV/nm: on-site slope 50 eV/nm
  vibronic softening 2F^2/gap: 892.9 eV/nm^2
  curvature K: 107.1 eV/nm^2
  trigonal |q| at global minimum: 0.0362 nm
  energy gain at global minimum: 0.0895 eV
F = G = 28 eV/nm: on-site slope 56 eV/nm
  vibronic softening 2F^2/gap: 1120.0 eV/nm^2
  curvature K: -120.0 eV/nm^2
  trigonal |q| at global minimum: 0.0444 nm
  energy gain at global minimum: 0.2754 eV
F=25, cubic coefficient: 9205 eV/nm^3
F=25, barrier out of symmetric pocket: 0.263 meV
F=25, zero-point energy in trigonal well: 0.0797 eV
F=28, zero-point energy in trigonal well: 0.0842 eV
F=28, [001] stationary point q0: 0.0126 nm
F=28, energy gain at [001] point: 0.0045 eV
F=28, displacement of unique atom: -0.0384 nm
F=28, displacement of other three: 0.0128 nm
F=28, spin-down weight on unique atom: 0.937
F=28, reorientation barrier, upper bound: 0.2709 eV
F=28, hop rate estimate at 77 K: 2.65e-05 1/s
F=28, hop rate estimate at 300 K: 4.01e+08 1/s
F=28, vibrational overlap of two wells: 2.2e-10
Hopping decay: 10 1/nm; bond length: 0.19 nm
F=20, K with distance-dependent hopping: 237.8 eV/nm^2
F=28, K with distance-dependent hopping: -376.1 eV/nm^2
Morse parameter of radial motion: 6 1/nm
F=28, anharmonic |q|: 0.0610 nm; gain: 0.4756 eV
On-site repulsion U: 5.0 eV
Doublet minus quartet, symmetric: 0.2862 eV
F=28, doublet minus quartet in well: -0.0792 eV
```
